# Why Thin Meander Nanowires Usually Absorb Light Polarised Along Them

**Q.** My superconducting meander absorbs more light when the electric field lies along its wires than when it lies across them. The metal is the same in both cases. Where does the difference come from?

**A.** From the field inside the metal. With fields varying as $e^{-i\omega t}$, the time-averaged power dissipated per unit volume is
$$
q=\tfrac12\,\omega\varepsilon_0\,\mathrm{Im}(\varepsilon_m)\,|E_m|^2 ,
$$
where $\varepsilon_m$ is the relative permittivity of the wire and $E_m$ the field in it. I take $\varepsilon_m$ to be isotropic, so polarisation can enter through $|E_m|^2$ alone.

Let us replace the meander by a grating of long straight strips, of width $w$, thickness $d$ and period $p$, lying in a plane with $x$ across the wires. Light arrives at normal incidence. The gaps are lossless with permittivity $\varepsilon_d$, and I write
$$
f=w/p,\qquad \chi=\varepsilon_m-\varepsilon_d .
$$
The period is well below the wavelength in the media on both sides. Close to the wires the field then has nearly the form of a static field, and no diffracted beams leave the grating. I call the tangential field averaged over a period $E_0$.

**Q.** What do the continuity conditions say about $E_m$?

**A.** For light polarised along the wires, the field is tangential to every wall it meets. Tangential $E$ is continuous, so metal and gap share the same field, $E_m=E_0$. The averaged displacement is
$$
\langle D\rangle=\varepsilon_0[f\varepsilon_m+(1-f)\varepsilon_d]E_0
\;\Rightarrow\;
\varepsilon_\parallel=f\varepsilon_m+(1-f)\varepsilon_d .
$$

For light polarised across them, the field is normal to the side walls, where $D$ is continuous instead. Suppose first that the wires are much taller than the period, so that away from their tops and bottoms the field depends on $x$ alone. Then
$$
\varepsilon_mE_m=\varepsilon_dE_d,\qquad fE_m+(1-f)E_d=E_0 .
$$
Substituting $E_d=\varepsilon_mE_m/\varepsilon_d$ in the average gives
$$
E_m=\frac{\varepsilon_d\,E_0}{f\varepsilon_d+(1-f)\varepsilon_m}
=\frac{E_0}{1+(1-f)\chi/\varepsilon_d},
$$
because $f\varepsilon_d+(1-f)\varepsilon_m=\varepsilon_d+(1-f)\chi$. When $|\varepsilon_m|\gg\varepsilon_d$ the field is pushed out of the metal and into the gaps. Physically, polarisation charge collects on the side walls, and its field opposes the applied one inside the wire.

The effective permittivity follows from $D=\varepsilon_0\varepsilon_dE$ everywhere plus an extra $\varepsilon_0\chi E_m$ in the metal. Averaging,
$$
\varepsilon_\perp=\varepsilon_d+\frac{f\chi}{1+(1-f)\chi/\varepsilon_d},
$$
which is the layered-medium rule $1/\varepsilon_\perp=f/\varepsilon_m+(1-f)/\varepsilon_d$ in another form.

**Q.** So I can put $\varepsilon_\parallel$ and $\varepsilon_\perp$ into a thin-film formula and predict my detector?

**A.** The first, yes; the second, no. The derivation of $\varepsilon_\perp$ assumed tall wires. Yours are a few nanometres thick and about a hundred wide. Each side wall is a narrow ribbon, and field lines leave the plane and return to the broad faces of the strip. The charge is therefore far less effective at cancelling the field inside.

To see how much less, treat the strip as a sheet with dipole moment per unit area $P(x)$. Its charge per unit area is $\sigma=-dP/dx$. Take one harmonic $P_Ge^{iGx}$, so that $\sigma_G=-iGP_G$, and let $v$ be the height above the plane. The potential is $\phi_Ge^{iGx-|G||v|}$. With half-spaces of permittivity $\varepsilon_1$ and $\varepsilon_2$, and $\varepsilon_s=(\varepsilon_1+\varepsilon_2)/2$, the jump in normal $D$ gives
$$
2\varepsilon_0\varepsilon_s|G|\phi_G=-iGP_G .
$$
The field in the plane is then
$$
E_G=-iG\phi_G=-\frac{|G|}{2\varepsilon_0\varepsilon_s}P_G .
$$
The minus sign is the opposition we had before. The factor $|G|$ is new: a polarisation that varies slowly in the plane produces little opposing field, because its charges are far apart compared with the thickness.

**Q.** Can the sum over all those harmonics be done?

**A.** It can when the strips conduct perfectly, and that limit gives the strength of the opposing field. Let $z=x+iv$, with $x=0$ at the middle of a strip. Away from charge, a static two-dimensional field makes $F(z)=E_x-iE_v$ an analytic function. The choice
$$
F=\frac{E_0}{\sqrt{1-a^2/\sin^2(\pi z/p)}},\qquad a=\sin\frac{\pi w}{2p},
$$
with the root of positive real part, meets every requirement:

- It is periodic, and it tends to $E_0$ far from the plane.
- In the gaps $\sin^2(\pi x/p)>a^2$, so $F$ is real and $E_v=0$. No charge sits there, and the same field is valid with different dielectrics above and below.
- On the strips $F$ is imaginary, so $E_x=0$, as a perfect conductor demands.

On the right half of a strip, $E_v$ points away from both faces. Adding the charges on the two faces,
$$
\sigma(x)=2\varepsilon_0\varepsilon_sE_0\,
\frac{\sin(\pi x/p)}{\sqrt{\cos^2(\pi x/p)-c^2}},\qquad c=\cos\frac{\pi w}{2p},
$$
where I used $a^2-\sin^2=\cos^2-c^2$. Since $P$ vanishes at the edge, $P(x)=\int_x^{w/2}\sigma\,dx'$. The substitution $u=\cos(\pi x'/p)$ gives
$$
P(x)=2\varepsilon_0\varepsilon_sE_0\,\frac p\pi\,
\operatorname{arcosh}\frac{\cos(\pi x/p)}{c}.
$$

We need its average over a period, so define $I(c)=\int_{-w/2}^{w/2}\operatorname{arcosh}[\cos(\pi x/p)/c]\,dx$. The integrand vanishes at the end points, so their motion adds nothing to the derivative:
$$
\frac{dI}{dc}=-\frac1c\int_{-w/2}^{w/2}\frac{\cos(\pi x/p)\,dx}{\sqrt{\cos^2(\pi x/p)-c^2}}
=-\frac{p}{\pi c}\int_{-a}^{a}\frac{ds}{\sqrt{a^2-s^2}}=-\frac pc ,
$$
with $s=\sin(\pi x/p)$. At $c=1$ the strip has no width and $I=0$, so $I=p\ln(1/c)$. Hence
$$
\bar P=\frac1p\int P\,dx=\varepsilon_0LE_0,\qquad
L=\frac{2\varepsilon_sp}{\pi}\ln\frac{1}{\cos(\pi w/2p)} .
$$
The mean sheet current is $-i\omega\varepsilon_0LE_0$, so in this limit the grating acts as a sheet of capacitance $\varepsilon_0L$ per square.

**Q.** My wires are not perfect conductors. How does a finite permittivity enter?

**A.** Through two approximations. In the perfect conductor, charge with mean polarisation $\bar P$ produces a field $-\bar P/(\varepsilon_0L)$ on the strip, which cancels $E_0$. I keep that relation for finite $\chi$, and I treat the field in the strip as uniform, so that $\bar P=\varepsilon_0f\chi d\,E_m$. The true field is weaker towards the edges, and $E_m$ stands for its average. Then
$$
E_m=E_0-\frac{\bar P}{\varepsilon_0L}=E_0-\frac{f\chi d}{L}E_m
\;\Rightarrow\;
E_m=\frac{E_0}{1+N\chi/\varepsilon_s},
$$
$$
N=\frac{fd\,\varepsilon_s}{L}=\frac{\pi fd}{2p\,\ln[1/\cos(\pi f/2)]} .
$$
This has the same form as the tall-wire result, where $N=1-f$ and $\varepsilon_s$ is replaced by $\varepsilon_d$. The number $N$ is a depolarisation factor: it says how well the wall charge shields the interior.

For narrow strips, $\ln[1/\cos(\pi f/2)]\approx\pi^2f^2/8$, and $N\approx4d/(\pi w)$. The shielding is set by the aspect ratio of the strip. At fixed $d/p$, the formula sends $N$ to zero as the gaps close, as it should for a continuous film, although the sheet picture itself requires gaps much wider than $d$.

At equal $E_0$, the ratio of dissipation along to dissipation across is
$$
\frac{q_\parallel}{q_\perp}=\left|1+\frac{N\chi}{\varepsilon_s}\right|^2 .
$$

**Q.** I measure absorptance, not dissipation at equal $E_0$. Is that the same ratio?

**A.** No, because the grating changes $E_0$ by reflecting. Define the sheet polarisability $\alpha$ by $\bar P=\varepsilon_0\alpha E_0$:
$$
\alpha_\parallel=f\chi d,\qquad
\alpha_\perp=\frac{f\chi d}{1+N\chi/\varepsilon_s}.
$$
The sheet current is $-i\omega\bar P$, which corresponds to an admittance $y=-ik_0\alpha$ in units of $1/Z_0$, with $k_0=2\pi/\lambda$ and $Z_0$ the impedance of free space. Let light come from index $n_1$ and leave into index $n_2$, with amplitude coefficients $r$ and $t$. Continuity of $E$ and the jump of $H$ across the current give
$$
1+r=t,\qquad n_1(1-r)=(n_2+y)t .
$$
Multiplying the first by $n_1$ and adding, $t=2n_1/(n_1+n_2+y)$, and this is $E_0$ divided by the incident field. For the energy, multiply the second equation by $t^*=(1+r)^*$ and take the real part: $n_1(1-|r|^2)=(n_2+\mathrm{Re}\,y)|t|^2$. The absorptance is therefore
$$
A=1-|r|^2-\frac{n_2}{n_1}|t|^2=\frac{\mathrm{Re}\,y}{n_1}|t|^2
=\frac{4n_1\,\mathrm{Re}\,y}{|n_1+n_2+y|^2}.
$$
A larger $\mathrm{Re}\,y$ absorbs more for a given field but also lowers that field. For real $y$ the absorptance peaks at $y=n_1+n_2$ and falls beyond it.

**Q.** Please put in numbers for something like a niobium nitride detector.

**A.** Take $\lambda=1550$ nm, $w=100$ nm, $p=200$ nm and $d=5$ nm, with a rough wire index of $5.2+5.8i$. Air lies above and in the gaps, and glass of index 1.44 below. Then $\varepsilon_m=-6.60+60.32i$, $\chi=-7.60+60.32i$ and $\varepsilon_s=(1+1.44^2)/2=1.537$.

The capacitance length is $L=67.8$ nm, so
$$
N=\frac{0.5\times5\times1.537}{67.8}=0.0567,
$$
against $1-f=0.50$ for tall wires. The divisor is
$$
1+\frac{0.0567}{1.537}(-7.60+60.32i)=0.72+2.22i ,
$$
whose squared modulus is 5.46. In this approximation, the metal dissipates about five and a half times as much along as across at equal $E_0$.

For the absorptances, the admittances are $y_\parallel=0.611+0.077i$ and $y_\perp=0.112-0.239i$, and $n_1+n_2=2.44$:
$$
A_\parallel=\frac{4\times0.611}{|3.051+0.077i|^2}=26\,\%,\qquad
A_\perp=\frac{4\times0.112}{|2.552-0.239i|^2}=6.8\,\% .
$$
The ratio is 3.85. It is below 5.46 because the more strongly absorbing polarisation also has the smaller $E_0$.

**Q.** How far can I trust that, given the approximations?

**A.** I compared it with a full-wave solution of Maxwell's equations for the same rectangular strips, which expands the fields in harmonics of the grating. It gives 26.1 % along and 8.5 % across, a ratio of 3.07. Going from 60 to 120 harmonics on each side of zero changed the second absorptance by 0.05 % of its value, and the first by less than 0.001 %. The full-wave ratios quoted here and below are uncertain by about 0.01.

The closed form is thus good along the wires, but across them it lies 20 % below the full-wave value. Part of this comes from the two approximations made for finite $\chi$: a numerical solution of the zero-thickness sheet equation gives $\mathrm{Im}\,\alpha_\perp=29.1$ nm, against 27.6 nm from the formula. Much of the rest is an effect of finite thickness. When $\chi d$ is held fixed, the full-wave absorptance exceeds that of the numerical sheet by 33 % at $d=10$ nm and by 11 % at 2.5 nm.

The full-wave absorptances also give the field in the metal, since $A=k_0df\,\mathrm{Im}(\varepsilon_m)\langle|E_m|^2\rangle/|E_\text{inc}|^2$ for incidence from air. The mean squared field in the strip is 0.43 of the incident value along the wires and 0.14 across them.

**Q.** And if I had used the layered formula after all?

**A.** It gives $\varepsilon_\perp=2.00+0.03i$, almost a transparent dielectric. A 5 nm film of it would absorb 0.045 %, and the predicted ratio would be 587 instead of about 3. The formula has the right sign of the effect and the wrong size by two orders of magnitude.

The fault lies in the geometry to which it is applied. For wires 200 nm tall with a period of 4 nm, at the same fill fraction and on the same glass, the full-wave absorptance across the wires is 1.85 %, and a uniform film with $\varepsilon_\perp$ gives 1.79 %. Along the wires both give 38.3 %.

**Q.** When does the order reverse?

**A.** In the polarisability, when $|1+N\chi/\varepsilon_s|<1$. Expanding the square for real, positive $\varepsilon_s$, this means
$$
\frac{N|\chi|^2}{\varepsilon_s}<-2\,\mathrm{Re}\,\chi .
$$
So reversal needs $\mathrm{Re}\,\chi<0$: for thin strips, the real part of the metal's permittivity must lie below that of the gaps. Here are two examples.

The first is a high-index surrounding. Put the same wires wholly inside a medium of index 3.48, similar to silicon. The period is then 0.45 of the wavelength in the medium, so the static picture is only a rough guide and the full-wave values matter more. Now $\varepsilon_s=\varepsilon_d=12.1$ and $\chi=-18.7+60.3i$. The left side is about 19 and the right side 37, so the inequality holds, and the squared divisor is 0.91. The full-wave absorptances are 14.6 % along and 15.4 % across. The polarisation dependence has almost gone, and what remains has the opposite sign.

The second is resonance. If $N\chi$ comes close to $-\varepsilon_s$, the divisor becomes small and the field in the metal grows larger than the applied one. For a model metal with $\varepsilon_m=-20+5i$, in the original geometry with air and glass, the squared divisor is 0.085. The full-wave absorptances are 3.2 % along and 15.6 % across. Your wires avoid this because $\chi$ is mostly imaginary.

Could strong reflection of the parallel polarisation reverse the order by itself? Not in this model, with lossless media on both sides. Since $N\chi/\varepsilon_s=\alpha_\parallel/L$, the admittances obey
$$
\frac1{y_\perp}=\frac1{y_\parallel}+\frac{i}{k_0L},\qquad
A=\frac{4n_1\,\mathrm{Re}(1/y)}{|1+(n_1+n_2)/y|^2}.
$$
Both polarisations have the same $\mathrm{Re}(1/y)$, so the one with the smaller $|1/y|$ absorbs more. It also has the larger $\mathrm{Re}\,y=|y|^2\,\mathrm{Re}(1/y)$. The inequality above therefore decides the order of the absorptances as well, as long as the wires are thin enough to be treated as a sheet. Thick wires need not follow it: for $\varepsilon_m=2+60i$, $d=p=200$ nm and $f=0.8$ between air and glass, the full-wave absorptances are about 34 % along and 35 % across, although $\mathrm{Re}\,\chi>0$.

**Q.** How does this model stand beside a real device?

**A.** A film a few nanometres thick, wires about 100 nm wide and a wavelength of 1550 nm are typical of niobium nitride detectors. The index is uncertain, since it depends on the film. Scaling it by 0.9 or 1.1 moves the full-wave ratio from 3.07 to 2.43 or 3.85. Thickness matters too: with the other settings fixed, the ratio is 2.46 at 4 nm and 4.97 at 8 nm. Real meanders also have bends, where the wire runs the other way. If these fill 2 % of a 10 µm wide area and absorb like straight wires turned by 90°, the ratio falls to 2.91. Using a normal-metal permittivity is reasonable because the photon energy, 0.80 eV, is about 260 times the superconducting gap of roughly 3 meV estimated for a critical temperature of 10 K. Many devices add a mirror or cavity, which changes $E_0$ for each polarisation and hence the ratio; I have not computed that case. Nor is absorptance the detection efficiency, which also depends on optical coupling and on the chance that an absorbed photon triggers a pulse.

**Q.** If I want less polarisation dependence, what should I change?

**A.** Within this model, bring $|1+N\chi/\varepsilon_s|$ towards one. Starting from the example, that means reducing $|N\chi/\varepsilon_s|$, but a smaller value is not enough by itself: the resonant metal has 0.80 against 2.24 for your wires, yet its full-wave absorptances differ by a factor of 4.9, in the opposite sense. A thinner film lowers $N$, but in the example it also absorbs less along the wires, because $y_\parallel$ is nearly real and lies below the peak. Surrounding the wires with a lossless high-index dielectric raises $\varepsilon_s$ and lets the field back into the metal for the crossed polarisation. For the wires of the example the two absorptances become equal at an index near 2.8; above that the difference grows again with the opposite sign, to a full-wave ratio of 0.94 at 3.48. The static argument behind this needs a period well below the wavelength in the dielectric. There is also a cost. With index $n$ on both sides and $|y|\ll 2n$, the absorptance is about $\mathrm{Re}\,y/n$, because a given field carries more power in a medium of higher index. In the silicon-like case the absorptance along the wires is 15 %, against 26 % between air and glass. The remaining values are in the numerical output below.

## Computed results

```
Wavelength: 1550 nm; photon energy: 0.800 eV
Width, period, thickness: 100, 200, 5 nm
Fill fraction f: 0.50
Rough wire index: 5.2+5.8j; glass index: 1.44
Wire permittivity: -6.60+60.32j; chi: -7.60+60.32j
Mean half-space permittivity eps_s: 1.5368
Layered eps_par: -2.80+30.16j; eps_perp: 2.0031+0.0329j
Thin-strip N: 0.0567; layered N: 0.50
Conducting-limit length L: 67.81 nm; numerical: 67.82 nm
Field divisor 1+N*chi/eps_s: 0.720+2.224j
Its squared modulus: 5.463
Layered squared divisor: 917.5
Polarisability along: -19.00+150.80j nm
Polarisability across, closed form: 58.88+27.60j nm
Polarisability across, sheet equation: 57.20+29.05j nm
Sheet admittance along: 0.6113+0.0770j (unit 1/Z0)
Sheet admittance across: 0.1119-0.2387j (unit 1/Z0)
Closed-form absorptance along: 26.25 %
Closed-form absorptance across: 6.81 %
Closed-form absorptance ratio: 3.85
Full-wave absorptance along: 26.10 %
Full-wave absorptance across: 8.49 %
Full-wave absorptance ratio: 3.07
Shift, 60 to 120 orders, along: -0.000 %
Shift, 60 to 120 orders, across: -0.049 %
Layered-formula absorptance across: 0.0447 %
Layered-formula ratio: 587
Mean |E_strip/E_inc|^2 along: 0.427
Mean |E_strip/E_inc|^2 across: 0.139
Tall test height, period: 200, 4 nm
Tall wires along, full wave / layered: 38.319 / 38.322 %
Tall wires across, full wave / layered: 1.851 / 1.791 %
Full wave minus sheet, d=10.0 nm, fixed chi*d: 32.7 %
Full wave minus sheet, d=2.5 nm, fixed chi*d: 11.2 %
Full-wave ratio at thickness 4 nm: 2.46
Full-wave ratio at thickness 5 nm: 3.07
Full-wave ratio at thickness 8 nm: 4.97
Full-wave ratio, wire index times 0.9: 2.43
Full-wave ratio, wire index times 1.1: 3.85
Silicon-like surrounding index: 3.48
Silicon case, squared divisor: 0.912
Silicon case, along / across: 14.56 / 15.43 %; ratio 0.944
Resonant model permittivity: -20.0+5.0j
Resonant case, squared divisor: 0.085
Resonant case, along / across: 3.18 / 15.60 %; ratio 0.204
Active side: 10 um; bend area: 2.0 %
Full-wave ratio with bends: 2.91
Rough Tc: 10 K; BCS gap 2*Delta: 3.04 meV
Photon energy / superconducting gap: 263
```
